\section*{Linear tetrahedron method at finite temperature: closed-form occupations and corner weights, part 2}

Inside a tetrahedron of a Brillouin-zone mesh the band is $\varepsilon=\sum_{i=1}^4\lambda_ie_i$, with corner energies $e_i$, $\lambda_i\ge0$, $\sum\lambda_i=1$. We want the occupied fraction $N=\langle f(\varepsilon)\rangle$ and corner weights $w_i=\langle\lambda_if(\varepsilon)\rangle$; $\langle\cdot\rangle$ is the volume average, $f(\varepsilon)=1/(e^{(\varepsilon-\mu)/T}+1)$. Units are Hartree, $k_B=1$, one spin. Order $e_1<e_2<e_3<e_4$; $e_{ij}=e_i-e_j$, $x_i=(\mu-e_i)/T$, $P_i=\prod_{j\ne i}(e_i-e_j)=-Q_i$, and $(y)_+=\max(y,0)$. Particle-hole symmetry: $N(e,\mu)=1-N(-e,-\mu)$.

For $x<0$,
\begin{equation}
\phi_k(x)=\sum_{n\ge1}\frac{(-1)^{n+1}e^{nx}}{n^k}=-\mathrm{Li}_k(-e^x).
\end{equation}
It is continued by $\phi_k'=\phi_{k-1}$; $\phi_k(0)=\eta(k)$. With $F_k(e)=T^k\phi_k((\mu-e)/T)$, $\partial_eF_k=-F_{k-1}$, $F_0=f$,
\begin{equation}
\int(E-e)_+^k\,(-f'(E))\,dE=k!\,F_k(e).
\label{kernel}
\end{equation}
\begin{align}
\phi_2(x)&=\tfrac{x^2}{2}+\tfrac{\pi^2}{6}-\phi_2(-x),\qquad
\phi_3(x)=\tfrac{x^3}{6}+\tfrac{\pi^2x}{6}+\phi_3(-x),\nonumber\\
\phi_4(x)&=\tfrac{x^4}{24}+\tfrac{\pi^2x^2}{12}+\tfrac{7\pi^4}{360}-\phi_4(-x).
\label{inv}
\end{align}
The transform $I(s)=\int\phi_0'(y)e^{isy}dy$ is
\begin{equation}
I(s)=\frac{\pi s}{\sinh\pi s}=1-\frac{\pi^2s^2}{6}+\frac{7\pi^4s^4}{360}-\dots,
\label{ft}
\end{equation}
Divided differences $G[e_1,\dots,e_n]=\sum_iG(e_i)/P_i$ (product over all $n$ nodes) obey
\begin{equation}
G[e_1,\dots,e_n]=\frac{G[e_2,\dots,e_n]-G[e_1,\dots,e_{n-1}]}{e_n-e_1}.
\label{rec}
\end{equation}
The zero-temperature count at Fermi level $E$ is
\begin{equation}
n(E)=\sum_i\frac{(E-e_i)_+^3}{Q_i}.
\label{n0}
\end{equation}
At finite $T$,
\begin{equation}
N=6T^3\sum_i\frac{\phi_3(x_i)}{Q_i}=-6F_3[e_1,..,e_4],\qquad
D=\frac{\partial N}{\partial\mu}=6T^2\sum_i\frac{\phi_2(x_i)}{Q_i}.
\label{N}
\end{equation}
\begin{equation}
w_i=\langle\lambda_if\rangle=\frac{\partial\Omega}{\partial e_i}=6\,F_4[e_1,e_2,e_3,e_4,e_i].
\label{w}
\end{equation}
\begin{equation}
w_i=6\left\{-\frac{F_3(e_i)}{P_i}-\frac{F_4(e_i)}{P_i}\sum_{j\ne i}\frac1{e_i-e_j}+\sum_{j\ne i}\frac{F_4(e_j)}{P_j\,(e_j-e_i)}\right\}.
\label{wx}
\end{equation}
Here $\Omega=\langle-F_1\rangle$ is the grand potential, $U=\sum_iw_ie_i$, $S=-\partial_T\Omega$. With $w_i^0$ the zero-temperature weights and $\mu$ off every corner,
\begin{align}
N&=n+\tfrac{\pi^2T^2}{6}n''+R,\qquad R=6T^3\sum_i\frac{\phi_3(-|x_i|)}{Q_i},\qquad |R|\le6T^3\sum_i\frac{e^{-|x_i|}}{|Q_i|},\nonumber\\
w_i&=w_i^0+\tfrac{\pi^2T^2}{6}w_i^{0\,\prime\prime}+\tfrac{7\pi^4T^4}{360}w_i^{0\,\prime\prime\prime\prime}+R_i ,
\label{som}
\end{align}
with $R_i$ exponentially small. The example has $e=(-6,-2,1,5)\times10^{-3}$ Ha, $\mu=0$, $T=10^{-3}$ Ha, $Q_i=(308,-84,84,-308)\,T^3$. A program checks the formulas by simplex quadrature and by convolving zero-temperature weights with $-f'$.

\section{Cooling with $\mu$ on a corner}

If $\mu=e_i$ for a simple corner, then $x_i=0$ at all $T$, and that corner contributes $\phi_3(0)=\eta(3)$ instead of an exponentially small term. $n''$ is continuous there, since $6(E-e_i)_+$ is, so
\begin{equation}
N=n+\tfrac{\pi^2T^2}{6}n''+\frac{6\eta(3)T^3}{Q_i}+(\text{exponentially small}).
\end{equation}
An odd power of $T$ appears, produced by the jump of $n'''$. For $\mu=e_2$, $T=2\times10^{-4}$ Ha it is $6\cdot0.901543\cdot8\times10^{-12}/(-84\times10^{-9})=-5.1517\times10^{-4}$, and the convolution quadrature gives $-5.1517\times10^{-4}$.

Degeneracy lowers the power. For $e_1=e_2=e_3$ the empty region is a tetrahedron at corner 4 scaled by $1-u$, $u=(E-e_1)/e_{41}$, so $n=1-(1-u)^3=3u-3u^2+u^3$ between the corners. With $\mu=e_1$, $\tau=T/e_{41}\ll1$, \eqref{kernel} turns $u^k$ into $k!\,\eta(k)\tau^k$:
\begin{equation}
N=3\ln2\;\tau-\tfrac{\pi^2}{2}\tau^2+6\eta(3)\tau^3+(\text{exponentially small}).
\end{equation}
At $\tau=10^{-3}$: $2.079442\times10^{-3}-4.935\times10^{-6}+5\times10^{-9}=2.074512\times10^{-3}$, the quadrature value.

Linear in $T$ is the worst case for $e_{41}>0$. Let $g=n'$. In the first window $g=3(E-e_1)^2/(e_{21}e_{31}e_{41})\le3/e_{41}$ because $E-e_1\le e_{21}\le e_{31}$; the last window is its particle-hole image. In the middle window, with $Q_2=-e_{21}e_{32}e_{42}$,
\begin{equation}
\frac{3(E-e_1)^2}{e_{21}e_{31}e_{41}}-\frac{3(E-e_2)^2}{e_{21}e_{32}e_{42}}
=\frac3{e_{41}}\left[\frac{(E-e_1)(e_3-E)}{e_{31}e_{32}}+\frac{(e_4-E)(E-e_2)}{e_{42}e_{32}}\right].
\end{equation}
Both sides are quadratics. At $E=e_2$ both equal $3e_{21}/(e_{31}e_{41})$. The slopes there are $6/(e_{31}e_{41})$ and $(3/e_{41})(e_{32}-e_{21}+e_{31})/(e_{31}e_{32})$, equal because $e_{31}-e_{21}=e_{32}$. The $E^2$ coefficients agree if $e_{31}e_{41}-e_{32}e_{42}=e_{21}(e_{31}+e_{42})$, which follows on expanding $(e_{32}+e_{21})(e_{42}+e_{21})$. In the bracket $(E-e_1)/e_{31}\le1$ and $(e_4-E)/e_{42}\le1$, and the remaining factors $(e_3-E)/e_{32}$ and $(E-e_2)/e_{32}$ add to one. So $0\le g\le3/e_{41}$ everywhere, also for partly degenerate corners by continuity. Raising $E$ increases each $w_i^0$, as $\lambda_i\ge0$, and the increases add up to that of $n$, so each $w_i^0$ obeys the same slope bound. By \eqref{kernel} and evenness $\int|E-\mu|(-f')dE=2T\ln2$, whence
\begin{equation}
|N-n(\mu)|,\ |w_i-w_i^0(\mu)|\ \le\ 6\ln2\;\frac{T}{e_{41}} .
\end{equation}
This proves the zero-temperature limit for every $\mu$ when $e_{41}>0$. The limit is not uniform in the width. A flat tetrahedron has $N=f(e)$, which tends to the step for $\mu\ne e$ but stays at $1/2$ for $\mu=e$.

\section{Narrow tetrahedra}

The functions are cheap: the series for $x\le-1$, \eqref{inv} for $x\ge1$, and between them the Taylor series $\sum_m\phi_k^{(m)}(0)x^m/m!$, with $\phi_k^{(m)}=\phi_{k-m}$ and radius $\pi$ set by the pole of $\phi_0$. For a tetrahedron mostly below $\mu$, the form $1-N(-e,-\mu)$ avoids subtracting large polynomials.

The divided difference is the weak point. If all gaps are of order $\delta\ll T$ and $|x|\lesssim1$, the terms of \eqref{wx} are of order $(T/\delta)^4$ while the sum is of order one, so a relative rounding error $\epsilon$ in $\phi_4$ becomes an absolute error of order $\epsilon(T/\delta)^4$ in $w_i$. The cure is to expand about the mean corner energy $c$. For $p(z)=1/(1-az)$, the two-node difference is $a/[(1-az_0)(1-az_1)]$, and \eqref{rec} repeats this step at each level, giving $p[z_0,..,z_4]=a^4\prod_l(1-az_l)^{-1}$. The power $a^{m+4}$ shows that $z^{m+4}$ has divided difference $h_m(z_0,..,z_4)$, the sum of all monomials of degree $m$. With $F_4^{(m+4)}=f^{(m)}$,
\begin{equation}
w_i=6\sum_{m\ge0}\frac{f^{(m)}(c)}{(m+4)!}\,h_m=\frac{f(c)}4+\frac{f'(c)}{20}(e_i-c)+\dots,
\end{equation}
the five arguments being the four $e_j-c$ and $e_i-c$ once more; $h_1=e_i-c$ because the four shifts add to zero. It converges when every $|e_j-c|$ is below the distance from $c$ to the poles $\mu\pm i\pi T$, in particular below $\pi T$. A close pair of corners in a tetrahedron wider than this radius is not covered: \eqref{wx} still loses digits as the pair closes, and the series need not converge. Shrinking the example to $e_{41}/T=0.011$, double precision gives an absolute error in the weights of $3\times10^{-6}$ from \eqref{wx}, the size expected for gaps near $0.003\,T$, and $7\times10^{-16}$ from the series through $m=8$.

\section{A whole zone: what error is left}

The closed forms are exact for the interpolated band, so the interpolation error remains. Take the model $\varepsilon=\sum_\alpha a(k_\alpha)$, $a=-2t\cos k$, on an $L^3$ mesh with $h=2\pi/L$, each cube cut into tetrahedra with corners on the mesh. At those corners $a(k_x)$ takes only the two values at the ends of one interval, so its linear interpolant is the one-dimensional chord $\bar a(k_x)$, whatever the tetrahedron. The tetrahedron sum is then exactly the count for $\sum_\alpha\bar a(k_\alpha)$.

This gives an independent formula. Inverting \eqref{ft}, $-f'(\mu+v)=\int_0^\infty Ts\cos(sv)/\sinh(\pi Ts)\,ds$, and integrating from $f(\mu)=\tfrac12$ gives $f=\tfrac12-\int_0^\infty T\sin(sv)/\sinh(\pi Ts)\,ds$. For a separable band the zone average of $e^{is\varepsilon}$ is $\chi(s)^3$, with $\chi$ the one-dimensional average, real here by the symmetry $a\to-a$ under $k\to k+\pi$, which the mesh shares for even $L$. The average of $\sin(s(\varepsilon-\mu))$ is then $-\sin(\mu s)\chi^3$, and
\begin{equation}
N=\frac12+\int_0^\infty\frac{T\sin(\mu s)\,\chi(s)^3}{\sinh(\pi Ts)}\,ds .
\end{equation}
The exact band has $\chi=J_0(2ts)$. The chords have the interval average of $\cos(ms)\sin(bs)/(bs)$, with $m$ the mid energy and $b$ the half-width; the program tests the polylogarithm sum against this to $10^{-9}$ in $N$.

To leading order in $h$, at distance $y$ into an interval $\bar a-a=\tfrac12a''y(h-y)$, with mean $h^2a''/12=-h^2a/12$. Linearize, $\delta N=\langle f'\,\delta\varepsilon\rangle_{\rm zone}$, and replace $\delta\varepsilon$ by its cell mean, which holds as $h\to0$ at fixed $T>0$, where $f'(\varepsilon(k))$ is smooth across a cell. Since $\partial N/\partial\ln t=\langle\varepsilon f'\rangle_{\rm zone}$,
\begin{equation}
\delta N\simeq-\frac{h^2}{12}\frac{\partial N}{\partial\ln t},\qquad \frac{\partial N}{\partial\ln t}=-\mu D-T\frac{\partial N}{\partial T},
\label{h2}
\end{equation}
the second relation being scale invariance. For even $L$ the band edges lie on the mesh and stay in place, but on cell average interpolation moves the energies towards the band centre, to leading order as if $t$ were reduced by the fraction $h^2/12$. Where $\partial N/\partial\ln t>0$, as in the example below, this lowers the count.

For $t=0.025$ Ha, $\mu=-t$, $T=10^{-3}$ Ha the exact values per cell and spin are $N=0.357162$, $D=5.7266$ Ha$^{-1}$, $\partial N/\partial\ln t=0.143169$, close to $-\mu D=0.143164$. At $L=16$, \eqref{h2} gives $-(2\pi/16)^2\cdot0.143169/12=-1.840\times10^{-3}$ against the actual $-1.909\times10^{-3}$; at $L=64$, $-1.150\times10^{-4}$ against $-1.151\times10^{-4}$. The agreement at $L=8$, $-7.36$ against $-7.39\times10^{-3}$, is closer than at $L=16$; this is a cancellation. Keeping the full $\delta\varepsilon$ in the linear term gives $-7.21\times10^{-3}$ at $L=8$ and $-1.881\times10^{-3}$ at $L=16$, so at $L=8$ the rest of the linear term, $+1.5\times10^{-4}$, nearly cancels the terms nonlinear in $\delta\varepsilon$, $-1.8\times10^{-4}$, while at $L=16$ both corrections are negative, $-4\times10^{-5}$ and $-3\times10^{-5}$. At $T=10^{-2}$ Ha the error at $L=64$ is $-1.089\times10^{-4}$: heating hardly reduces it.

The plain mesh average of $f$ behaves differently. Its error is the sum of the Fourier coefficients of $f(\varepsilon(k))$ at nonzero multiples of $L$. Shifting one $k_\alpha$ by $i\kappa$ gives $|\mathrm{Im}\,\varepsilon|\le2t\sinh\kappa$, which reaches no pole while $\sinh\kappa<\pi T/2t$, so the error is bounded by a constant times $e^{-\kappa L}$ for any such $\kappa$. The limiting $\kappa$ is about $0.59$ at $T=10^{-2}$ Ha, and the plain error drops from $7.9\times10^{-4}$ ($L=8$) to $3.6\times10^{-11}$ ($L=32$), where the tetrahedron error is $4.4\times10^{-4}$ in size; at $L=64$ the plain error is at rounding level. At $T=10^{-3}$ Ha, $\kappa\approx0.063$, and at $\mu=-t$ the outcome for $N$ is a draw on these meshes: the plain errors $6.4\times10^{-3}$, $-1.5\times10^{-3}$, $1.2\times10^{-3}$, $-6.9\times10^{-5}$ for $L=8,16,32,64$ are comparable with the tetrahedron errors, smaller in three cases of four, but change sign, whereas the tetrahedron error follows \eqref{h2}. Over $\mu$ in $[-5t,5t]$ the rms errors in $N$, tetrahedron against plain, are about $1.0$ against $1.6\times10^{-2}$ at $L=8$, $2.5$ against $3.6\times10^{-3}$ at $L=16$, $6.2$ against $6.0\times10^{-4}$ at $L=32$ and $1.5$ against $0.36\times10^{-4}$ at $L=64$, where the plain mesh has overtaken. At $T=10^{-3}$ Ha and on the coarse meshes, where $\kappa L\lesssim1$, the advantage lies in $D$. Over 41 values of $\mu$ in $[-5t,5t]$ the rms error is $0.21$ against $6.1$ Ha$^{-1}$ at $L=8$ and $0.052$ against $1.8$ Ha$^{-1}$ at $L=16$, on the scale of the $5.7$ Ha$^{-1}$ found at $\mu=-t$. The plain figures depend on the sampling of $\mu$ (a shifted or finer set of values gives $5.3$--$5.6$ and $1.6$ Ha$^{-1}$); the tetrahedron figures change by no more than about two percent. These comparisons hold for one smooth separable band. Where bands cross and are sorted by energy, the sorted band has a kink, $a''$ does not exist there, and \eqref{h2} does not apply, although \eqref{N} and \eqref{w} still integrate the interpolant exactly.

\section*{Computed values}
\begin{verbatim}
corners e (Ha): -0.006 -0.002 0.001 0.005; mu = 0.0 Ha; T = 0.001 Ha = 315.8 K
x_i: 6.0 2.0 -1.0 -5.0 ; Q_i (1e-9 Ha^3): 308.0 -84.0 84.0 -308.0
phi_2(x_i): 19.64245685 3.51392158 0.33864800 0.00672663
phi_3(x_i): 45.87208239 4.75633420 0.35256488 0.00673228
phi_4(x_i): 85.50040049 5.71638054 0.35997328 0.00673511
terms 6F3/Q_i: 0.89361199 -0.33973816 0.02518321 -0.00013115
N closed = 0.5789258949, simplex = 0.5789258949, convolution = 0.5789258949
w closed : 0.1862716754 0.1604643369 0.1328693480 0.0993205346
w simplex: 0.1862716754 0.1604643369 0.1328693480 0.0993205346
D = 155.708969 1/Ha; Omega = -1.28286049e-03 Ha; U = -8.09086705e-04 Ha; S = 0.47377379 k_B
w0 (T=0, geometric): 0.2043065160 0.1785198928 0.1344052773 0.0888289200 ; n = 0.6060606061
w0'' (1e3 Ha^-2): -17.03491 -22.88188 2.47372 11.46905 ; n'' = -25.97403
w0'''' (1e9 Ha^-4): 8.43313 21.02659 -21.02659 -8.43313
T=1.00e-03 Ha: N=0.578925895 T^2 term=-4.273e-02 R=1.559e-02 bound=3.612e-02
   w = 0.18627168 0.16046434 0.13286935 0.09932053 ; max|w-Sommerfeld|=3.42e-02
T=5.00e-04 Ha: N=0.596404645 T^2 term=-1.068e-02 R=1.025e-03 bound=1.372e-03
   w = 0.19819350 0.17121785 0.13428490 0.09270840 ; max|w-Sommerfeld|=1.35e-03
T=2.50e-04 Ha: N=0.603410279 T^2 term=-2.670e-03 R=2.002e-05 bound=2.082e-05
   w = 0.20261683 0.17632092 0.13452561 0.08994693 ; max|w-Sommerfeld|=2.16e-05
T=1.00e-04 Ha: N=0.605633354 T^2 term=-4.273e-04 R=3.243e-09 bound=3.243e-09
   w = 0.20402790 0.17814748 0.13444199 0.08901598 ; max|w-Sommerfeld|=3.32e-09
eta(3) = 0.90154268; mu=e2, T=0.0002 Ha: T^3 term -5.151671e-04, predicted -5.151672e-04
triple corner, e41=0.01 Ha, T=1e-05 Ha: N=2.074512e-03, 3ln2 T/e41=2.079442e-03
width e41/T=0.011: double-precision error explicit 3.1e-06, series 6.7e-16
simple cubic: t = 0.025 Ha, mu = -0.025 Ha; N per cell and spin
T=0.001 Ha (316 K): exact N=0.357162439, D=5.726558 1/Ha, dN/dlnt=0.143169
  L=8: N_tet=0.349768157 err=-7.394e-03 predicted=-7.359e-03 plain err=6.43e-03
  L=16: N_tet=0.355253841 err=-1.909e-03 predicted=-1.840e-03 plain err=-1.54e-03
  L=32: N_tet=0.356700188 err=-4.623e-04 predicted=-4.600e-04 plain err=1.18e-03
  L=64: N_tet=0.357047316 err=-1.151e-04 predicted=-1.150e-04 plain err=-6.85e-05
T=0.01 Ha (3158 K): exact N=0.358223634, D=5.606900 1/Ha, dN/dlnt=0.135571
  L=8: N_tet=0.351081595 err=-7.142e-03 predicted=-6.969e-03 plain err=7.92e-04
  L=16: N_tet=0.356469974 err=-1.754e-03 predicted=-1.742e-03 plain err=-1.40e-06
  L=32: N_tet=0.357787361 err=-4.363e-04 predicted=-4.356e-04 plain err=3.56e-11
  L=64: N_tet=0.358114700 err=-1.089e-04 predicted=-1.089e-04 plain err=-5.55e-17
T=0.001 Ha, L=8, 41 mu in [-5t,5t]: rms D error tet 0.2140, plain 6.0829 1/Ha
T=0.001 Ha, L=16, 41 mu in [-5t,5t]: rms D error tet 0.0521, plain 1.8144 1/Ha
\end{verbatim}
